# Sheet density of a two-dimensional Kane subband at finite temperature

A charge solver for a III-V channel must turn a Fermi level into a sheet density at every bias point. For a parabolic subband this takes one logarithm. For a nonparabolic one, two things have to be decided: whether a second term is needed beside the logarithm, and which mass and nonparabolicity go into the formula, those of the bulk band edge or those of the confined subband. In the example worked below, the second choice changes the density at a given Fermi level by about 20%.

## 1. Parabolic subband

Let $\varepsilon$ be the energy measured from the bottom of the subband, and let $\varepsilon=\hbar^2k^2/2m_s$, with $k$ the in-plane wavevector and $m_s$ the subband mass. Spin degeneracy is 2 throughout. A large area $A$ holds $A/(2\pi)^2$ allowed wavevectors per unit area of $k$-space, so the number of states per area inside a circle of radius $k$ is

$$
\nu=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}. \tag{1}
$$

With $k^2=2m_s\varepsilon/\hbar^2$ this gives $\nu=m_s\varepsilon/\pi\hbar^2$. The density of states is the constant

$$
D_s=\frac{d\nu}{d\varepsilon}=\frac{m_s}{\pi\hbar^2}.
$$

Let $\mu$ be the Fermi level, $E_s$ the subband edge on the same energy scale, and $\eta=(\mu-E_s)/k_BT$. With $x=\varepsilon/k_BT$ the density is

$$
n=D_sk_BT\int_0^\infty\frac{dx}{1+e^{x-\eta}} .
$$

The integrand is a derivative, because

$$
-\frac{d}{dx}\ln\left(1+e^{\eta-x}\right)=\frac{e^{\eta-x}}{1+e^{\eta-x}}=\frac{1}{1+e^{x-\eta}}. \tag{2}
$$

The logarithm vanishes at $x\to\infty$, so $n=D_sk_BT\ln(1+e^\eta)$.

Limits: for $\eta\to-\infty$ this becomes $D_sk_BTe^\eta$, the Boltzmann result. For $\eta\to+\infty$ it becomes $D_s(\mu-E_s)$, a constant density of states times the filled energy range.

## 2. Kane subband with given edge parameters

Now let the subband obey

$$
\varepsilon(1+\alpha_s\varepsilon)=\frac{\hbar^2k^2}{2m_s},\qquad \alpha_s>0, \tag{3}
$$

where $m_s$ is the mass at the subband edge and $\alpha_s$ its nonparabolicity, an inverse energy. The dispersion is isotropic and has no spin splitting. The count (1) concerns $k$-space and does not depend on the dispersion. Inserting $k^2$ from (3),

$$
\nu=D_s\left(\varepsilon+\alpha_s\varepsilon^2\right),\qquad
g(\varepsilon)=\frac{d\nu}{d\varepsilon}=D_s(1+2\alpha_s\varepsilon). \tag{4}
$$

The density of states rises linearly because $k^2$ grows faster than linearly with energy, so that a given energy interval covers a ring of larger area in $k$-space the higher it lies. The factor is $1+2\alpha_s\varepsilon$ and not $1+\alpha_s\varepsilon$, since it comes from differentiating the quadratic term.

Multiplying by the Fermi function and setting $\varepsilon=k_BTx$,

$$
n=D_sk_BT\int_0^\infty\frac{1+2\alpha_sk_BT\,x}{1+e^{x-\eta}}\,dx .
$$

The Fermi-Dirac integrals are used in their normalized form,

$$
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .
$$

Since $\Gamma(1)=\Gamma(2)=1$, the two powers of $x$ give $F_0$ and $F_1$ without further factors:

$$
\boxed{\,n=\frac{m_sk_BT}{\pi\hbar^2}\left[F_0(\eta)+2\alpha_sk_BT\,F_1(\eta)\right]\,} \tag{5}
$$

For these two orders the unnormalized convention gives the same formula.

**Closed forms.** From section 1, $F_0=\ln(1+e^\eta)$. For $F_1$, integrate by parts using (2):

$$
F_1=\left[-x\ln(1+e^{\eta-x})\right]_0^\infty+\int_0^\infty\ln(1+e^{\eta-x})\,dx .
$$

The bracket vanishes at both ends. With $t=\eta-x$,

$$
F_1(\eta)=\int_{-\infty}^{\eta}\ln(1+e^t)\,dt,\qquad \frac{dF_1}{d\eta}=F_0(\eta). \tag{6}
$$

Putting $s=e^t$, $dt=ds/s$, turns this into

$$
F_1(\eta)=\int_0^{e^\eta}\frac{\ln(1+s)}{s}\,ds=-\mathrm{Li}_2(-e^\eta),
$$

which is the integral definition of the dilogarithm and holds for every real $\eta$.

**Nondegenerate limit.** For $\eta\to-\infty$ the Fermi function becomes $e^{\eta-x}$. Since $\int_0^\infty x^je^{-x}dx=\Gamma(j+1)$, both integrals tend to $e^\eta$, and

$$
n\to D_sk_BT\,e^\eta\,(1+2\alpha_sk_BT).
$$

The mean energy weighted with $e^{-\varepsilon/k_BT}$ is $k_BT$, so the correction factor is the linear density of states evaluated at that energy. It does not disappear at low density.

**Degenerate limit.** A reflection identity gives this limit together with its remainder. First,

$$
F_0(\eta)-F_0(-\eta)=\ln\frac{1+e^\eta}{1+e^{-\eta}}=\ln e^\eta=\eta .
$$

By (6), the derivative of $F_1(\eta)+F_1(-\eta)$ is $F_0(\eta)-F_0(-\eta)=\eta$. The sum is therefore $\eta^2/2$ plus its value at $\eta=0$, which is $2F_1(0)$. Expanding the logarithm in (6) at $\eta=0$ and integrating term by term,

$$
F_1(0)=\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12},
$$

where the even terms of $\sum 1/j^2=\pi^2/6$, which add up to a quarter of it, have been subtracted twice. Hence

$$
F_1(\eta)+F_1(-\eta)=\frac{\eta^2}{2}+\frac{\pi^2}{6}.
$$

Insert both identities in (5) and write $\varepsilon_F=\mu-E_s=\eta k_BT$:

$$
n=D_s\left[\varepsilon_F(1+\alpha_s\varepsilon_F)+\frac{\pi^2}{3}\alpha_s(k_BT)^2\right]
+D_sk_BT\left[F_0(-\eta)-2\alpha_sk_BTF_1(-\eta)\right]. \tag{7}
$$

This is still an identity. For large $\eta$ the second bracket is of order $e^{-\eta}$, and the first is the degenerate limit. At $T=0$ it reduces to $D_s\varepsilon_F(1+\alpha_s\varepsilon_F)=k_F^2/2\pi$, as (1) and (3) require.

The term in $T^2$ comes from the slope of the density of states and is absent for a parabolic subband. At fixed density it lowers the Fermi level. To leading order in $T^2$, with $\varepsilon_F$ the zero-temperature value,

$$
\delta\mu\approx-\frac{\pi^2\alpha_s(k_BT)^2}{3(1+2\alpha_s\varepsilon_F)}. \tag{8}
$$

## 3. Edge parameters of a confined subband

Equation (5) needs $m_s$ and $\alpha_s$, while a material is usually described by the mass $m$ and nonparabolicity $\alpha$ of the bulk band. Take a flat well of width $L$ with hard walls, and measure $E$ from the bulk band edge inside it:

$$
E(1+\alpha E)=\frac{\hbar^2}{2m}\left(k_z^2+k^2\right).
$$

The envelope must vanish at both walls, so it is $\sin(n\pi z/L)$ with $k_z=n\pi/L$, whatever the value of $k$. This independence of $k$ is what the flat well and hard walls provide. Define $G_n=\hbar^2(n\pi/L)^2/2m$. The edge $E_n$ of subband $n$ is the positive root of $\alpha E_n^2+E_n=G_n$:

$$
E_n=\frac{-1+\sqrt{1+4\alpha G_n}}{2\alpha}=\frac{2G_n}{1+\sqrt{1+4\alpha G_n}}. \tag{9}
$$

Next set $E=E_n+\varepsilon$ and expand:

$$
(E_n+\varepsilon)+\alpha(E_n+\varepsilon)^2
=\underbrace{E_n+\alpha E_n^2}_{G_n}+\varepsilon(1+2\alpha E_n)+\alpha\varepsilon^2 .
$$

The term $G_n$ cancels against the confinement part on the right-hand side, which leaves

$$
\varepsilon(1+2\alpha E_n)+\alpha\varepsilon^2=\frac{\hbar^2k^2}{2m}.
$$

Division by $1+2\alpha E_n$ gives the form (3), with

$$
m_n=m(1+2\alpha E_n),\qquad \alpha_n=\frac{\alpha}{1+2\alpha E_n}. \tag{10}
$$

The subband is again of Kane form, with a heavier edge mass and a smaller nonparabolicity. Each subband contributes (5) with its own $m_n$, $\alpha_n$ and $\eta_n=(\mu-E_n)/k_BT$, and the total density is the sum at a common $\mu$.

The product $m_n\alpha_n=m\alpha$ does not depend on the subband. In bulk parameters, then,

$$
n_n=\frac{mk_BT}{\pi\hbar^2}\left[(1+2\alpha E_n)F_0(\eta_n)+2\alpha k_BT\,F_1(\eta_n)\right]. \tag{11}
$$

Confinement changes the coefficient of $F_0$ and leaves that of $F_1$ alone. Using bulk $m$ and $\alpha$ directly in (5), with the energy counted from the subband edge, gets the second term right and makes the first too small by the factor $1+2\alpha E_n$.

Limits: in a wide well $G_n\to0$, so $m_n\to m$ and $\alpha_n\to\alpha$. In a narrow one, $1+2\alpha E_n=\sqrt{1+4\alpha G_n}$ grows, and the $F_1$ term loses weight relative to the $F_0$ term at given $\eta_n$ and $T$. This second limit should not be taken literally, because the error of the simple Kane relation grows with $E_n$.

## 4. Slope and inversion

A solver also needs the derivative. From $F_0=\ln(1+e^\eta)$ one has $dF_0/d\eta=1/(1+e^{-\eta})$, and $dF_1/d\eta=F_0$ by (6). With $d\eta/d\mu=1/k_BT$ at fixed $E_n$,

$$
\frac{dn_n}{d\mu}=\frac{m_n}{\pi\hbar^2}\left[\frac{1}{1+e^{-\eta_n}}+2\alpha_nk_BT\,F_0(\eta_n)\right]. \tag{12}
$$

Both terms are positive, so a given density fixes one Fermi level, and a bracketing root search will find it. The quantity $C_q=e^2\,dn_n/d\mu$ is the quantum capacitance per area. For $\eta_n\to\infty$ the bracket tends to $1+2\alpha_n\varepsilon_F$, so $C_q$ keeps rising with filling, whereas that of a parabolic subband saturates.

## 5. An 8 nm channel at 300 K

The parameters are rough typical values for an In$_{0.53}$Ga$_{0.47}$As channel between two symmetric gates: $m=0.043\,m_0$, $\alpha=1.2$ eV$^{-1}$, $L=8$ nm, and $2\times10^{12}$ cm$^{-2}$ in the first subband.

**Edge.** The confinement term is $G_1=0.1366$ eV, and (9) gives

$$
E_1=\frac{2\times0.1366}{1+\sqrt{1+4\times1.2\times0.1366}}=\frac{0.2732}{2.2868}=0.1195\ \text{eV}.
$$

The second edge is at 0.3765 eV. Diagonalizing the confined Kane problem on a grid of 120 interior points gives 0.1195 and 0.3764 eV. The edge factor is $1+2\alpha E_1=1.287$, so $m_1=0.0553\,m_0$ and $\alpha_1=0.933$ eV$^{-1}$.

**Density.** With $k_BT=0.02585$ eV, the prefactor $m_1k_BT/\pi\hbar^2$ is $5.976\times10^{11}$ cm$^{-2}$ and $2\alpha_1k_BT=0.0482$. Solving (5) for the chosen density gives $\mu-E_1=0.0777$ eV, or $\eta=3.004$, where $F_0=3.053$ and $F_1=6.108$. Then

$$
n=5.976\times10^{11}\,(3.053+0.0482\times6.108)=2.00\times10^{12}\ \text{cm}^{-2}.
$$

The $F_1$ term supplies 8.8% of the total. An explicit sum of Fermi functions over the discrete wavevectors of a periodic square of side 300 nm, at the same Fermi level, returns $2.000000\times10^{12}$ cm$^{-2}$. That sum uses the bulk relation and neither (10) nor any Fermi-Dirac integral.

**The two decisions.** At the same $\eta$, three shortcuts compare as follows with $2.00\times10^{12}$ cm$^{-2}$.

- Parabolic with bulk mass: $1.42\times10^{12}$ cm$^{-2}$, 29% low.
- Equation (5) with bulk $m$ and $\alpha$: by (11) the $F_1$ part, $0.18\times10^{12}$, is simply added to the previous value, giving $1.59\times10^{12}$ cm$^{-2}$, 20% low.
- Parabolic with the subband mass $m_1$: $1.82\times10^{12}$ cm$^{-2}$, 9% low.

Here the edge mass matters more than the second integral. At fixed density the error appears in the Fermi level instead: $\mu-E_1$ is 0.111 eV for the parabolic band with bulk mass and 0.086 eV with $m_1$, against 0.078 eV from (5).

**Slope.** The bracket in (12) is $0.953+0.0482\times3.053=1.100$, which gives $dn/d\mu=2.54\times10^{13}$ cm$^{-2}$ eV$^{-1}$ and $C_q=4.07$ µF/cm$^2$.

**Temperature.** With density and band parameters held fixed, $\mu-E_1$ is 80.4 meV at 77 K, 77.7 meV at 300 K and 74.2 meV at 400 K. Equation (7) explains the fall. At $T=0$ it gives 80.5 meV. At 300 K the $T^2$ shift (8) is $-1.8$ meV, and the exponential remainder, which is still $0.048-0.0482\times0.049=0.046$ in units of $D_sk_BT$, lowers the level by about 1 meV more. At $\eta=3$ the degenerate limit alone is therefore not yet accurate to 1 meV.

## 6. What a real channel changes

The hard walls are an idealization: real barriers are finite. Taking a rough barrier of 0.5 eV with mass $0.075\,m_0$, and matching the envelope and its derivative divided by the mass, which in the well is the energy-dependent $m(1+\alpha E)$ from $E(1+\alpha E)=\hbar^2k_z^2/2m$, lowers $E_1$ from 0.120 to 0.064 eV. If (10) is still used with this edge, which is an approximation because the envelope now enters the barrier, the factor $1+2\alpha E_1$ falls from 1.287 to 1.154. In this approximation the density at the same $\mu-E_1$ drops by 9%, all of it in the $F_0$ term, as (11) shows. Solving the same matching condition at each in-plane $k$ gives an edge mass of $1.13\,m$ and a drop of 11%, so (10) with the soft edge understates the effect somewhat. The second subband, which holds 0.04% of the first with hard walls, rises to 1.2%. In practice $E_n$ should come from a calculation with the actual barriers.

The well is not flat either. The electrons' own charge produces a field of 0.13 MV/cm at each wall and raises the potential energy at the centre by 37 meV. To first order this shifts each subband almost rigidly. Replace $E$ by $E-U(z)$ in the Kane relation, neglect the gradient that this gives the energy-dependent mass, and average over the sine envelope. The result is $(1+2\alpha E)(\delta E-\langle U\rangle)=0$, so $\delta E=\langle U\rangle$ for every $k$. In this approximation the relation between $n$ and $\mu-E_1$ is unchanged, and the spacing $E_2-E_1$ shrinks by about 7 meV. With the gradient kept, the spacing shrinks by about 5.5 meV instead, the shift grows by about 0.3 meV between $k=0$ and $k_F$, and the density at the same $\mu-E_1$ falls by 0.4%. A channel gated from one side carries the full field at one wall, and this symmetric estimate does not cover it.

Two further corrections concern the bands. Replacing the simple Kane relation with $\alpha=1.2$ eV$^{-1}$ by one that includes the split-off band and the free-electron term, with a rough gap of 0.74 eV, a split-off energy of 0.33 eV and the same bulk edge mass, lowers the density by 2% at the same $\mu-E_1$. This model fixes the Kane energy from the mass, at about 18 eV, and leaves out remote bands. With a Kane energy of 22 to 25 eV and a remote-band term adjusted to the same edge mass, the density rises instead, by 4 to 11%, so neither the sign nor the size of this correction is settled by the gap and the mass alone. The L valleys, placed roughly 0.5 eV above the band edge and counted as bulk-like, hold less than 0.01% of the first-subband density. This share grows by a factor of about 5 if the offset is 40 meV smaller, and it stays negligible.

Exchange between the electrons is also left out. For an ideal sheet of zero thickness at $T=0$, without screening, it lowers the subband edge by 13 meV relative to the states at $k_F$. Multiplied by $dn/d\mu$, that corresponds to about 17% of the density at fixed $\mu-E_1$. Screening and the finite width of the well weaken the interaction, so this is a measure of scale and not a correction to apply. The unscreened value exceeds the 8 meV by which the $F_1$ term moves the Fermi level, but screening can bring it below that. Equation (5) is thus the density of independent electrons in a Kane subband. The finite barriers change the density by about 10%, and the choice of Kane parameters can change it by a comparable amount. How much exchange changes it would need a calculation with screening and the finite well width.

The numerical output that follows lists most of these values, many with further digits. The others in section 5 follow from them by the arithmetic shown. The refinements in section 6 (matching at finite $k$, mass gradient, remote-band term) are not part of it.

## Numbers as computed

```
bulk edge mass: 0.043 m0
bulk alpha: 1.20 1/eV
well width: 8.0 nm
temperature: 300 K; kT: 0.02585 eV
first-subband density: 2.000e+12 cm^-2
confinement term G1: 0.1366 eV
subband edges E1, E2: 0.1195, 0.3765 eV
grid eigenvalues E1, E2: 0.1195, 0.3764 eV
factor 1+2 alpha E1: 1.2868
subband mass m1: 0.05533 m0
subband alpha1: 0.9325 1/eV
density scale m1 kT/(pi hbar^2): 5.9755e+11 cm^-2
coefficient 2 alpha1 kT: 0.04822
mu-E1: 0.07766 eV; eta: 3.0041
F0(eta): 3.05250; F1(eta): 6.10827
F0 part of density: 1.8240e+12 cm^-2
F1 part of density: 1.7599e+11 cm^-2
F1 share of density: 8.80 %
sum over k points: 2.000000e+12 cm^-2
largest relative error of formula: 3.0e-15
bulk-mass parabolic density, same eta: 1.4175e+12 cm^-2
mu-E1, parabolic with bulk mass: 0.11099 eV
mu-E1, parabolic with mass m1: 0.08560 eV
dn/dmu: 2.5424e+13 cm^-2/eV
quantum capacitance: 4.073 uF/cm2
mu-E1 at 77 K, same density: 0.08037 eV
mu-E1 at 400 K, same density: 0.07421 eV
Neglected effects (rough material values)
second subband, hard walls: 0.044 % of first
barrier: 0.50 eV; barrier mass: 0.075 m0
finite-barrier E1, E2: 0.0641, 0.2320 eV
finite-barrier density change, same mu-E1: -9.42 %
second subband, finite barrier: 1.245 % of first
relative permittivity: 13.9
field at each wall: 0.130 MV/cm
electrostatic rise at well centre: 36.59 meV
electrostatic change of E2-E1: -6.60 meV
gap, split-off energy: 0.74, 0.33 eV
E1 with fuller Kane bands: 0.1204 eV
density change, fuller bands, same mu-E1: -2.22 %
L valleys: 4, mass 0.30 m0, offset 0.50 eV
L-valley density: 0.00539 % of first subband
exchange, edge relative to kF: 13.34 meV
```
